# Finite-difference von Karman plate: Stoney's formula at large wafer deflection

Turning a measured wafer curvature into a film stress requires a decision: may the curvature be put straight into Stoney's formula, or must a nonlinear plate problem be solved first? If the deflection is large, a second choice matters too. Curvature at the centre, mean curvature along a diameter and total bow then give different stresses for the same film. The calculation below finds these differences, and the load at which its assumption of a round, dish-like shape fails.

## The plate and its equations

A flat circular wafer has radius \(R\), thickness \(h\), Young modulus \(E\) and Poisson ratio \(\nu\). It is isotropic, free at its edge and unloaded apart from the film. The film, much thinner than the wafer, has uniform equal-biaxial stress \(\sigma\) and thickness \(h_f\), so its force per unit length is \(f=\sigma h_f\), positive in tension. Film stiffness is neglected. Slopes are small, but the deflection \(w\) may exceed \(h\).

Let \(u\) be the radial displacement of the wafer's midplane and \(\theta=w'\). The midplane strains and curvatures are

\[
e_r=u'+\tfrac12\theta^2,\quad e_t=\frac ur,\quad k_r=\theta',\quad k_t=\frac\theta r .
\]

At height \(z\) the strains are \(e-zk\). The film lies at \(z=+h/2\), so tension makes the curvature positive. With \(C=Eh/(1-\nu^2)\) and \(D=Eh^3/[12(1-\nu^2)]\), the energy divided by \(2\pi\) is

\[
\begin{aligned}
U=\int_0^R\Big[&\tfrac C2(e_r^2+e_t^2+2\nu e_re_t)+\tfrac D2(k_r^2+k_t^2+2\nu k_rk_t)\\
&+f(e_r+e_t)-\tfrac{fh}{2}(k_r+k_t)\Big]r\,dr .
\end{aligned}
\]

Differentiating the integrand gives the total forces and moments, film included:

\[
N_r=C(e_r+\nu e_t)+f,\qquad M_r=D(k_r+\nu k_t)-\tfrac{fh}2,
\]

and likewise \(N_t,M_t\) with \(r\) and \(t\) exchanged. The first variation is

\[
\delta U=\int_0^R\Big[N_r(\delta u'+\theta\,\delta\theta)+N_t\frac{\delta u}{r}+M_r\delta\theta'+M_t\frac{\delta\theta}{r}\Big]r\,dr .
\]

Integrating the terms in \(\delta u'\) and \(\delta\theta'\) by parts gives

\[
(rN_r)'=N_t,\qquad (rM_r)'-M_t=rN_r\theta,
\]

with \(N_r=M_r=0\) at the free edge. The film terms cancel from \((rM_r)'-M_t\), as do the terms in \(\nu\). Writing \(\phi=rN_r\), so that \(N_t=\phi'\), and dividing by \(r\),

\[
D\Big(\theta''+\frac{\theta'}r-\frac\theta{r^2}\Big)=\frac{\phi\theta}{r}. \tag{1}
\]

The second equation comes from the fact that both strains derive from one displacement. Since \(re_t=u\), we have \((re_t)'-e_r=-\theta^2/2\). Inverting the force laws gives

\[
e_r=\frac{N_r-\nu N_t-(1-\nu)f}{Eh},\qquad
re_t=\frac{r\phi'-\nu\phi-(1-\nu)fr}{Eh}.
\]

In \((re_t)'-e_r\) the terms in \(f\) and \(\nu\phi'\) cancel, leaving \((r\phi''+\phi'-\phi/r)/(Eh)\). Hence

\[
\phi''+\frac{\phi'}r-\frac\phi{r^2}=-\frac{Eh\,\theta^2}{2r}. \tag{2}
\]

The edge conditions are \(\phi=0\) and \(D(\theta'+\nu\theta/R)=fh/2\). At the centre \(\theta=\phi=0\).

If the product \(\phi\theta\) is negligible, \(\theta=Kr\) solves (1), and the edge moment fixes \(D(1+\nu)K=fh/2\). With \(M=E/(1-\nu)\) this is Stoney's uniform curvature,

\[
K=\frac{fh}{2D(1+\nu)}=\frac{6f}{Mh^2}.
\]

## One load number

Set \(x=r/R\), \(a=1/\sqrt{6(1-\nu^2)}\), \(\theta=(ah/R)T\) and \(\phi=(D/R)P\). The factor on the right of (2) becomes \(Eh^3a^2/(2D)=6(1-\nu^2)a^2=1\). With \(LT=T''+T'/x-T/x^2\),

\[
LT=\frac{PT}{x},\qquad LP=-\frac{T^2}{x}, \tag{3}
\]

\[
T(0)=P(0)=P(1)=0,\qquad T'(1)+\nu T(1)=(1+\nu)S,
\]

\[
S=\frac{KR^2}{ah}=K\frac{R^2}{h}\sqrt{6(1-\nu^2)} .
\]

Curvature is \(ah/R^2\) times \(T'\) (radial) or \(T/x\) (hoop). Within this model the scaled shape depends on \(S\) and \(\nu\) alone. Reversing the signs of \(S\) and \(T\) leaves \(P\) and (3) unchanged, so a compressive film gives the mirror image.

## Two intervals by hand

The operator can be written \(LT=[(xT)'/x]'\). On a grid of spacing \(d\), take the inner derivative at midpoints and difference again:

\[
(LT)_i=\frac1{d^2}\left[\frac{x_{i+1}T_{i+1}-x_iT_i}{x_{i+1/2}}-\frac{x_iT_i-x_{i-1}T_{i-1}}{x_{i-1/2}}\right]. \tag{4}
\]

For \(T=x\) both fractions equal \(2d\), so the result is zero, as it should be. For \(T=x^3\) each fraction is \(4m^2d+d^3\), with \(m\) the midpoint. Their difference is \(4d(x_{i+1/2}^2-x_{i-1/2}^2)=8x_id^2\), which gives the correct \(8x_i\).

Now take \(d=1/2\), with nodes \(x_1=1/2\) and \(x_2=1\). The unknowns are \(T_1,T_2,P_1\), because \(P_2=0\). At node 1 the midpoints are \(3/4\) and \(1/4\), so (4) gives

\[
(LT)_1=\tfrac{16}{3}T_2-\tfrac{32}{3}T_1 .
\]

The force equation is \(-\frac{32}{3}P_1=-2T_1^2\), hence \(P_1=\frac{3}{16}T_1^2\). The slope equation has right side \(2P_1T_1=\frac38T_1^3\), so

\[
T_2=2T_1+\tfrac{9}{128}T_1^3 .
\]

Node 2 needs a value outside the plate. The edge condition, written as a central difference with \(2d=1\), supplies it: \(T_3=T_1+(1+\nu)S-\nu T_2\). With midpoints \(5/4\) and \(3/4\),

\[
\tfrac{24}5T_3-\tfrac{128}{15}T_2+\tfrac83T_1=0 .
\]

The right side vanishes because \(P_2=0\). Inserting \(T_3\) and multiplying by \(15/8\),

\[
14T_1-(16+9\nu)T_2+9(1+\nu)S=0 .
\]

Let \(q=2T_1\), the scaled hoop curvature at half radius. Then \(T_2=q+9q^3/1024\). The terms linear in \(q\) add to \(-9(1+\nu)q\), and division by \(9(1+\nu)\) leaves one cubic:

\[
q+c\,q^3=S,\qquad c=\frac{16+9\nu}{1024(1+\nu)} .
\]

For \(\nu=0.1593\) and \(S=5.02\), the values of the wafer treated below, \(c=0.0147\). Newton's iteration replaces \(q\) by \(q-(q+cq^3-S)/(1+3cq^2)\). Starting from Stoney's value \(q=S\), it gives 4.14 and then 4.05. The edge hoop ratio is \(T_2/S\approx(4.05+0.58)/5.02=0.92\). A fine grid gives 0.875, so even two intervals show the right direction, though they understate the departure from unity.

## The general algorithm

For \(n\) intervals, \(d=1/n\), and the steps are the same.

1. Build (4) at \(i=1,\dots,n\). At the edge replace the outside value by \(T_{n+1}=T_{n-1}+2d[(1+\nu)S-\nu T_n]\), and replace the last force equation by \(P_n=0\).
2. Collect the residuals \(F=LT-PT/x\) and \(G=LP+T^2/x\), with \(G_n=P_n\). Solve for the corrections

\[
\begin{pmatrix}L-P/x&-T/x\\2T/x&L\end{pmatrix}
\begin{pmatrix}\delta T\\\delta P\end{pmatrix}
=-\begin{pmatrix}F\\G\end{pmatrix}.
\]

The fractions denote diagonal matrices. The two copies of \(L\) carry their own edge rows, and in the last force row the entry \(2T/x\) is zero.

3. Repeat until the corrections are negligible. Raise \(S\) in steps of at most about one, starting each step from the previous solution.
4. Read off the curvatures. Near the centre \(T\approx\alpha x+\beta x^3\); eliminating \(\beta\) between the first two nodes gives \(\alpha=[4T_1/d-T_2/(2d)]/3\), the centre curvature. The edge hoop curvature is \(T_n\), and the edge radial curvature is \((1+\nu)S-\nu T_n\).

Equations and discretization were tested against a direct minimization of the elastic energy of a layered plate, with ten radial polynomials for each of \(u\) and \(\theta\). This used the strains, not (1) or (2). With a film of negligible thickness and stiffness, at \(f=50\) and 100 N/m on the example wafer, curvatures and bow agreed to within 3 parts in \(10^4\) of their values for \(n=400\). At 50 N/m the combined relative error of the three curvatures was \(9.1\times10^{-5}\), \(2.3\times10^{-5}\) and \(5.7\times10^{-6}\) for \(n=50,100,200\). It falls fourfold per halving of \(d\), as expected of a second-order scheme.

## Small loads: why centre and edge part

Put \(T=Sx\) into the force equation: \(LP=-S^2x\). Since \(Lx^3=8x\) and \(Lx=0\), the solution vanishing at the edge is

\[
P=\frac{S^2}{8}(x-x^3).
\]

The scaled radial force \(P/x=S^2(1-x^2)/8\) is tensile inside the plate. The hoop force \(P'=S^2(1-3x^2)/8\) is tensile at the centre and compressive at the rim. A flat disc cannot become a dish without this stretching, which acts back on the slope.

Write \(T=Sx+S^3t\). Then \(Lt=(x-x^3)/8\). Using \(Lx^3=8x\) and \(Lx^5=24x^3\),

\[
t=\frac{x^3}{64}-\frac{x^5}{192}+bx .
\]

The added edge moment must vanish, \(t'(1)+\nu t(1)=0\):

\[
\frac{3+\nu}{64}-\frac{5+\nu}{192}+b(1+\nu)=0
\quad\Rightarrow\quad b=-\frac{2+\nu}{96(1+\nu)} .
\]

The centre value is \(t'(0)=b\). At the edge \(t(1)=\frac1{96}+b=-\frac1{96(1+\nu)}\), and \(t'(1)=-\nu t(1)\). Relative to \(K\), to order \(S^2\),

\[
\begin{aligned}
\text{centre:}&\quad 1-\frac{(2+\nu)S^2}{96(1+\nu)},\\
\text{edge, radial:}&\quad 1+\frac{\nu S^2}{96(1+\nu)},\\
\text{edge, hoop:}&\quad 1-\frac{S^2}{96(1+\nu)} .
\end{aligned}
\]

The centre flattens, while the radial curvature at the edge rises slightly if \(\nu>0\). That rise is limited at any load on the axisymmetric branch: the edge condition reads \(k_r=(1+\nu)K-\nu k_t\), so \(k_r<(1+\nu)K\) while \(k_t>0\).

The centre law gives a limit for direct use of Stoney's formula. A 1% centre error needs \(S^2=0.96(1+\nu)/(2+\nu)\), or \(S=0.718\) for \(\nu=0.1593\). The full solution there gives a drop of 0.98%. At fixed \(S\), \(M\) and \(\nu\), the corresponding film force scales as \(h^3/R^2\).

## Where the round shape ends

An axisymmetric solution may exist but be unstable. A plate with uniform principal curvatures \(k+\delta\) and \(k-\delta\) gives an estimate. For \(\theta=kr\), (2) yields \(\phi=Ehk^2(R^2r-r^3)/16\). With \(g=Ehk^2R^2/16\), this means \(N_r=g(1-x^2)\) and \(N_t=g(1-3x^2)\). Over the disc, the averages of \(N_r^2\), \(N_t^2\) and \(N_rN_t\) are \(g^2/3\), \(g^2\) and 0. The mean stretching energy is therefore

\[
\frac{1}{2Eh}\cdot\frac{4g^2}{3}=Ak^4,\qquad A=\frac{EhR^4}{384}.
\]

For unequal curvatures, the membrane problem with a free edge depends on the uniform shape through its Gaussian curvature, so \(k^2\) becomes \(k^2-\delta^2\). Adding bending and film work, the mean energy is, up to a constant,

\[
D[(1+\nu)k^2+(1-\nu)\delta^2]-2D(1+\nu)Kk+A(k^2-\delta^2)^2 .
\]

The coefficient of \(\delta^2\) at small \(\delta\) is \(D(1-\nu)-2Ak^2\). It vanishes at \(k_c=4h/(R^2\sqrt{1+\nu})\). Setting the \(k\)-derivative to zero at \(\delta=0\) gives \(K=k+2Ak^3/[D(1+\nu)]\), which at \(k_c\) becomes \(2k_c/(1+\nu)\):

\[
K_c\approx\frac{8h}{R^2(1+\nu)^{3/2}} .
\]

Beyond this load one direction can curl more and the other less, towards a cylinder.

The actual curvature is not uniform, so the finite-difference state must be tested itself. Add a small scaled deflection \(W(x)\cos m\psi\), with \(\psi\) the polar angle, and in-plane displacements \(X(x)\cos m\psi\) and \(Y(x)\sin m\psi\). The linearized strain amplitudes are

\[
\begin{aligned}
\epsilon_r&=X'+TW',\qquad \epsilon_t=\frac{X+mY}{x},\\
\gamma&=Y'-\frac{Y+mX+mTW}{x}.
\end{aligned}
\]

The curvature amplitudes are \(\kappa_r=W''\), \(\kappa_t=W'/x-m^2W/x^2\) and \(\tau=-m(W/x)'\). Up to a positive factor, the second-order energy is

\[
\begin{aligned}
Q=\int_0^1\Big\{&\frac{2}{1-\nu^2}\big[\epsilon_r^2+\epsilon_t^2+2\nu\epsilon_r\epsilon_t+\tfrac{1-\nu}{2}\gamma^2\big]\\
&+\kappa_r^2+\kappa_t^2+2\nu\kappa_r\kappa_t+2(1-\nu)\tau^2\\
&+\frac PxW'^2+P'\frac{m^2W^2}{x^2}\Big\}x\,dx .
\end{aligned}
\]

The first two lines cannot be negative; instability must come from the last, where the rim's hoop compression enters through \(P'<0\). Expand \(W,X,Y\) in polynomials, minimize \(Q\) over \(X,Y\), and find the load at which the lowest eigenvalue of the remaining matrix reaches zero. For the example wafer this happens for \(m=2\) at \(S=15.8\), or \(K=0.131\) m\(^{-1}\); the uniform estimate is 0.128 m\(^{-1}\). The modes \(m=3\) and 4 are still stable there.

## A tantalum film on a thinned silicon wafer

Take a 50 nm sputtered tantalum film at 1 GPa tension on a (100) silicon wafer of radius 100 mm and thickness 200 µm. These are assumed round values; the wafer is much thinner than a standard one of this diameter. The elastic constants are also taken as inputs: \(c_{11}=166\), \(c_{12}=64\) and \(c_{44}=80\) GPa. With no stress normal to the wafer, the in-plane stiffnesses are \(Q_{11}=c_{11}-c_{12}^2/c_{11}\) and \(Q_{12}=c_{12}-c_{12}^2/c_{11}\). Averaging over direction in the plane gives

\[
\nu=\frac{2Q_{11}+6Q_{12}-4c_{44}}{6Q_{11}+2Q_{12}+4c_{44}},\qquad M=Q_{11}+Q_{12},
\]

or \(\nu=0.1593\) and \(M=180.7\) GPa for these inputs. Then \(f=50\) N/m and

\[
K=\frac{6\times50}{(180.7\times10^9)(200\times10^{-6})^2}=0.0415\ \mathrm{m^{-1}},\qquad S=5.02 .
\]

The computed curvatures are 0.0308 m\(^{-1}\) at the centre, 0.0423 m\(^{-1}\) radially at the edge and 0.0363 m\(^{-1}\) in the edge hoop direction. Their ratios to \(K\) are 0.741, 1.020 and 0.875. The small-load laws would give 0.511, 1.036 and 0.774, so they greatly overstate the departures here. The membrane force is 20.7 N/m at the centre, and the rim hoop force is −46.2 N/m.

The mean radial curvature along a diameter is \(R^{-1}\int_0^R w''\,dr=\theta(R)/R\), which is the edge hoop curvature. For the averaged, isotropic wafer, Stoney's formula therefore reports 0.875 GPa from the mean curvature, but 0.741 GPa from the centre. On a cubic wafer the mean curvature also depends on the diameter scanned, by about 2% between \(\langle100\rangle\) and \(\langle110\rangle\) here. The bow is 169.7 µm, and \(2w/R^2\) gives 0.817 GPa.

To recover the stress, solve \(T(1;S)=k_{\rm mean}R^2/(ah)\) for \(S\), then convert to \(K\) and \(f\). This was tried on a mean curvature from the layered-plate energy, now with a film of finite thickness, with an assumed modulus of 186 GPa and an assumed Poisson ratio of 0.34. It returned 0.999 GPa. The neglected film stiffness and thickness changed the centre curvature by only −0.06%.

At the same stress and wafer dimensions, the centre ratio is 0.981 for a 10 nm film and 0.511 for 100 nm. The averaged model buckles at 157 nm if film and wafer are perfectly symmetric. A slight asymmetry spoils the round shape earlier: with film stresses 1% above and below the mean in two perpendicular directions, the two centre curvatures already differ by about 15% at 100 nm. The 1% limit is 7.2 N/m for this wafer but 341 N/m for a 725 µm wafer of the same radius, so 50 N/m lies well inside Stoney's range there.

A real thinned wafer breaks several assumptions. Rerunning with the Poisson ratios of silicon's \(\langle100\rangle\) and \(\langle110\rangle\) directions, at fixed \(M\), moves the centre ratio between 0.754 and 0.733 and the buckling thickness between 138 and 177 nm. This indicates the effect of anisotropy without bounding it. In particular, 138 nm is not a safe lower limit: each rerun is still an isotropic plate, and a plate with the full cubic stiffness of these inputs buckles at about 130 nm, with its principal curvatures along \(\langle100\rangle\). Gravity is more serious: for a wafer lying flat on its rim, linear theory with an assumed density of 2330 kg/m\(^3\) gives a centre curvature of 0.075 m\(^{-1}\). The linear sag, about 0.3 mm, exceeds the wafer thickness, so stretching lowers the centre curvature to about 0.049 m\(^{-1}\), still larger than the film's 0.031 m\(^{-1}\); the mean curvatures along a diameter from gravity alone and from the film alone are about equal, 0.036 m\(^{-1}\) each. Held upright, the wafer has an in-plane weight scale \(\rho ghR\) (here \(g\) is gravity) of about 2% of the centre membrane force. An assumed initial bow of 20 µm would be 12% of the film's bow. Because (3) is nonlinear, neither sag nor initial shape can simply be subtracted at this load; they must enter the plate problem. The numerical output gives the remaining values of the thickness sweep.

## Values computed for the example and the checks

```
wafer radius 100 mm, thickness 200 um
film thickness 50 nm, stress 1.00 GPa
silicon c11, c12, c44: 166, 64, 80 GPa
averaged wafer E 151.9 GPa, nu 0.1593, M 180.7 GPa
film force 50.0 N/m, bending stiffness D 0.1039 N m
load parameter S 5.0198 (dimensionless)
Stoney curvature 0.04152 1/m
centre curvature 0.03076 1/m, ratio to Stoney 0.7409
edge radial curvature 0.04234 1/m, ratio to Stoney 1.0199
edge hoop curvature 0.03633 1/m, ratio to Stoney 0.8752
leading-law ratios centre, edge radial, edge hoop: 0.5111, 1.0361, 0.7736
bow 169.7 um; Stoney bow 207.6 um
apparent stress from centre curvature 0.7409 GPa
apparent stress from mean curvature 0.8752 GPa
apparent stress from bow 0.8174 GPa
stress recovered by nonlinear inversion 0.9988 GPa
membrane force at centre 20.713 N/m
hoop membrane force at edge -46.234 N/m
grid intervals 50, 100, 200: relative error norms 9.10e-05, 2.28e-05, 5.69e-06
error ratios on halving spacing: 4.001, 4.001
sweep at the same film stress; curvature ratios to Stoney
film nm | S | Stoney 1/m | centre | edge radial | edge hoop | stable
10 | 1.004 | 0.00830 | 0.9812 | 1.0014 | 0.9913 | yes
20 | 2.008 | 0.01661 | 0.9327 | 1.0050 | 0.9685 | yes
50 | 5.020 | 0.04152 | 0.7409 | 1.0199 | 0.8752 | yes
100 | 10.040 | 0.08303 | 0.5106 | 1.0395 | 0.7523 | yes
150 | 15.059 | 0.12455 | 0.3786 | 1.0521 | 0.6729 | yes
1% law: S 0.7179, computed centre drop 0.979 %
1% film force, 200 um wafer: 7.15 N/m
1% film force, 725 um wafer: 340.6 N/m
buckling: S 15.807, Stoney curvature 0.13073 1/m
buckling film thickness 157.4 nm
uniform-curvature estimate of buckling K 0.12818 1/m
largest stable-branch centre curvature 0.04759 1/m at S 15.81
film stiffness and thickness: centre change -0.061 %
nu of <100> 0.2783: centre 0.7543, edge radial 1.0312, edge hoop 0.8877, buckling 138.4 nm
nu of <110> 0.0606: centre 0.7326, edge radial 1.0082, edge hoop 0.8652, buckling 176.5 nm
flat on rim: linear gravity curvature 0.07493 1/m
upright: gravity force scale 0.457 N/m, 2.21 % of centre force
assumed initial bow 20 um, 11.79 % of film bow
edge slope 0.00363 rad, squared 1.32e-05
```
